# Midgap density at a film's centre outlives the tunnel current

Let a semiconductor film of thickness $L$ lie between two metals, and let a wave at midgap energy decay in it as $e^{-\kappa x}$. For $\kappa L\gg1$ the local density of states at the centre and the transmission follow

$$\rho_c\propto e^{-\kappa L},\qquad T\propto e^{-2\kappa L}.$$

Here $\kappa$ is the decay constant of the amplitude; if it denoted the decay of the density, both exponents would be halved. The statement holds for coherent motion in a uniform film at fixed transverse wave vector, when one evanescent wave dominates, couples to both metals, and meets no narrow interface resonance at that energy. It concerns the density of states at one energy, not the charge that occupies it.

## The belief and its appeal

The belief is that metal-induced gap states in the middle of a film disappear as fast as the tunnel current. There is a good reason to think so. Both quantities come from the same evanescent waves, and both are squared amplitudes. If the transmission is $10^{-5}$, it seems natural that the middle of the film should hold about $10^{-5}$ of the metal's density of states.

The flaw is in the distance. A transmitted electron must cross the whole film, so its probability carries $e^{-2\kappa L}$. A state that contributes density at the centre need only reach $L/2$, so its probability carries $e^{-2\kappa(L/2)}=e^{-\kappa L}$.

Contacts also enter differently. Take incident waves of unit flux, and let $A_L$ be the squared amplitude that the left metal launches into the film, $A_R$ that of the right metal. Each evanescent wave is normalized to unit cell-averaged density at its own interface. At the centre the wave reflected from the far interface has travelled $3L/2$, against $L/2$ for the direct one, so its relative amplitude is $e^{-\kappa L}$ times a reflection factor. It may be dropped once this product is small, which takes a larger $L$ if a narrow interface state makes the factor large. States incident from the two metals are independent, and their densities add:

$$\rho_c\propto(A_L+A_R)e^{-\kappa L}.$$

For transmission, let $B_R$ and $B_L$ be the factors for leaving the film into each metal. From the left $T=A_LB_Re^{-2\kappa L}$, and from the right $T=A_RB_Le^{-2\kappa L}$. Flux conservation makes the two equal in a single channel, so $B_R/A_R=B_L/A_L$. As the contacts can be chosen independently, this ratio is a constant of the film, and

$$T\propto A_LA_Re^{-2\kappa L}.$$

Density adds the contacts; transmission multiplies them. A poor contact on one side can therefore suppress the current while the other metal still feeds the centre.

A chain of sites with energies alternating between $+\Delta$ and $-\Delta$ and hopping $t$ tests the exponents. At zero energy, eliminating one sublattice gives

$$-\frac{\Delta^2}{t^2}=2+\lambda+\frac1\lambda,$$

where $\lambda$ is the factor gained over two sites. Setting $\lambda=-e^{-2\kappa}$ turns the right side into $2-2\cosh2\kappa=-4\sinh^2\kappa$, so $\sinh\kappa=\Delta/2t$. For $\Delta/t=0.40$ this is $\kappa=0.19869$ per site. With unequal contacts, which broaden the end sites by $0.5t$ and $3.0t$, Green functions at two lengths give exponents of 0.19869 for the central density and 0.39738 for the transmission. The same chain shows the limit of the law. With the left and right end sites moved to about $-0.82t$ and $+0.82t$, each end binds a state at zero energy. For contact widths of $0.002t$ the transmission then rises to 0.98 at 40 sites, where $\kappa L=7.9$, and the two exponents appear only beyond about 50 sites.

## A film that can be solved

A two-band model gives the prefactors too. In the film

$$H=-i\hbar v\,\sigma_x\frac{d}{dx}+\frac{E_g}{2}\sigma_z,$$

with $E$ measured from midgap. In the metals the second term is absent, so there is no gap, and $v$ is the same. At $E=0$, multiplying $H\psi=0$ by $i\sigma_x/\hbar v$ gives

$$\psi'=-i\kappa_0\sigma_x\sigma_z\psi=-\kappa_0\sigma_y\psi,\qquad \kappa_0=\frac{E_g}{2\hbar v},$$

because $\sigma_x\sigma_z=-i\sigma_y$. The equation is of first order, so $\psi$ is continuous at the interfaces.

The current operator is $v\sigma_x$. Right movers in the metal are thus $|+\rangle$ and left movers $|-\rangle$, the eigenvectors of $\sigma_x$. For a wave incident from the left, $\psi(0)=|+\rangle+r|-\rangle$ and $\psi(L)=t|+\rangle$, where $t$ now denotes the transmission amplitude. Integrating back from $x=L$ and using $\sigma_y^2=1$,

$$\psi(x)=t\left[\cosh\kappa_0(L-x)+\sigma_y\sinh\kappa_0(L-x)\right]|+\rangle .$$

Since $\sigma_y|+\rangle=-i|-\rangle$, the $|+\rangle$ component at $x=0$ requires $1=t\cosh\kappa_0L$. Hence

$$T=|t|^2=\frac1{\cosh^2\kappa_0L}.$$

In $|\psi|^2$ the cross term vanishes because $\langle+|\sigma_y|+\rangle=0$, and $\cosh^2 y+\sinh^2 y=\cosh2y$. The density from the left is therefore

$$|\psi_L(x)|^2=\frac{\cosh2\kappa_0(L-x)}{\cosh^2\kappa_0L}.$$

Reflection about the centre gives $|\psi_R(x)|^2=\cosh(2\kappa_0x)/\cosh^2\kappa_0L$. Each incoming channel contributes $|\psi|^2/(2\pi\hbar v)$ to the density of states, so the metal has $\rho_0=1/(\pi\hbar v)$ per spin. With $\cosh a+\cosh b=2\cosh\frac{a+b}2\cosh\frac{a-b}2$,

$$\frac{\rho(x)}{\rho_0}=\frac{|\psi_L|^2+|\psi_R|^2}{2}=\frac{\cosh\kappa_0(L-2x)}{\cosh\kappa_0L}.$$

This equals 1 at both faces and is smallest at the centre, where

$$\frac{\rho_c}{\rho_0}=\frac1{\cosh\kappa_0L}=\sqrt T .$$

For a thick film the two results become $2e^{-\kappa_0L}$ and $4e^{-2\kappa_0L}$. For a thin one they are $1-(\kappa_0L)^2/2$ and $1-(\kappa_0L)^2$, and the distinction fades as both approach 1.

The belief does contain something true: the left-incident density at the far face is $|\psi_L(L)|^2=T$. At the centre the same state has density $\sqrt T$, while its current, which is the same at every $x$, is $vT$. The mean velocity there is $vT/\sqrt T=v\sqrt T$. The central state is nearly a standing one: it supplies density but carries little current.

## Away from midgap

The relation $\rho_c/\rho_0=\sqrt T$ belongs to midgap and matched metals; the exponents are more general. With $\varepsilon=E/\hbar v$ the wave equation is $\psi'=G\psi$, where $G=i\varepsilon\sigma_x-\kappa_0\sigma_y$. The cross terms in $G^2$ cancel by anticommutation, leaving $G^2=\kappa_0^2-\varepsilon^2=\kappa^2$. Then

$$\frac1t=\langle+|e^{-GL}|+\rangle=\cosh\kappa L-\frac{i\varepsilon}{\kappa}\sinh\kappa L,$$

$$\frac1T=\cosh^2\kappa L+\frac{\varepsilon^2}{\kappa^2}\sinh^2\kappa L=1+\frac{\kappa_0^2}{\kappa^2}\sinh^2\kappa L .$$

At the centre $\psi=t\,e^{-GL/2}|+\rangle$. Its $|+\rangle$ component contributes $1+(\kappa_0/\kappa)^2\sinh^2(\kappa L/2)$ by the same algebra, and its $|-\rangle$ component contributes $(\kappa_0/\kappa)^2\sinh^2(\kappa L/2)$, both times $T$. Incidence from the right gives the same sum, so

$$\frac{\rho_c}{\rho_0}=T\left[1+\frac{2\kappa_0^2}{\kappa^2}\sinh^2\frac{\kappa L}{2}\right].$$

For $\kappa L\gg1$, $T\to4(\kappa/\kappa_0)^2e^{-2\kappa L}$ and $\rho_c/\rho_0\to2e^{-\kappa L}$. The exponents keep their ratio of two throughout the gap, with $\kappa$ taken at the energy in question.

## Summing over transverse motion

A planar contact has many transverse wave vectors $k$. In the isotropic four-component version of the model, the midgap equation is $\psi'=-M\psi$ with $M=i\alpha_x(\alpha_yk+\beta\kappa_0)$. The matrices anticommute and square to one, so $M^2=q^2$ with $q^2=\kappa_0^2+k^2$, and $M$ anticommutes with $\alpha_x$. If the metals are doped so strongly that their propagating states are eigenvectors of $\alpha_x$, the earlier algebra holds with $\kappa_0$ replaced by $q$.

Since $k\,dk=q\,dq$, integration by parts gives

$$\int_0^\infty k\,e^{-aq}\,dk=\left(\frac{\kappa_0}{a}+\frac1{a^2}\right)e^{-a\kappa_0}.$$

The density has $a=L$ and the transmission $a=2L$. With two spins, the measure $k\,dk/2\pi$, and the thick-film factors 2 and 4,

$$\rho_c\simeq\frac1{\pi\hbar v}\,\frac2\pi\left(\frac{\kappa_0}{L}+\frac1{L^2}\right)e^{-\kappa_0L},$$

$$\frac{\mathcal G}{\text{area}}\simeq\frac{e^2}{h}\,\frac4\pi\left(\frac{\kappa_0}{2L}+\frac1{4L^2}\right)e^{-2\kappa_0L}.$$

Here $\rho_c$ is per volume and $\mathcal G$ is the conductance at zero temperature. The sum adds a power of $L$ to each and leaves the exponentials alone.

## A number for InSb

InSb suits the model because its conduction and light-hole bands are nearly mirror images. Rough values near 77 K are a gap of 0.23 eV and a Kane energy $E_P$ of 23 eV. The Kane momentum parameter is $P=\sqrt{\hbar^2E_P/2m_0}$. For large spin-orbit splitting $\hbar v=\sqrt{2/3}\,P=0.764$ eV nm, so

$$\kappa_0=\frac{0.115}{0.764}=0.1505\ \text{nm}^{-1}.$$

At $L=40$ nm, $\kappa_0L=6.02$. One channel at normal incidence has $\rho_c/\rho_0=4.9\times10^{-3}$ but $T=2.4\times10^{-5}$: the relative density exceeds the transmission by a factor of 205.

For the summed density, the bracket is $0.00376+0.00063=0.00439$ nm$^{-2}$ and the exponential is $2.43\times10^{-3}$. Multiplying by $2/\pi$ and dividing by $\pi\hbar v=2.40$ eV nm gives $2.83\times10^{-6}$ eV$^{-1}$ nm$^{-3}$, or $2.8\times10^{15}$ eV$^{-1}$ cm$^{-3}$. The conductance is 60 S/cm$^2$.

The comparison of thicknesses, with all else fixed, decides the matter:

| $L$ (nm) | central density (eV$^{-1}$ cm$^{-3}$) | conductance at 0 K (S/cm$^2$) |
|---|---|---|
| 20 | $1.3\times10^{17}$ | $5.3\times10^4$ |
| 40 | $2.8\times10^{15}$ | $60$ |
| 60 | $8.9\times10^{13}$ | $0.094$ |

From 20 to 60 nm the density falls by a factor of about 1500 and the conductance by about 560,000. Had the density followed the conductance, it would have ended near $2.3\times10^{11}$ eV$^{-1}$ cm$^{-3}$, almost 400 times too low.

Between 40 and 60 nm the logarithmic slopes are 0.1732 and 0.3225 nm$^{-1}$, not $\kappa_0=0.1505$ and $2\kappa_0=0.3009$ nm$^{-1}$. The excess comes from the brackets, which shrink by factors of 1.57 and 1.54; their logarithms divided by 20 nm are 0.023 and 0.022 nm$^{-1}$. A fit that ignored this power of $L$ would overestimate $\kappa_0$.

## What a real contact changes

The Fermi level of a real contact need not lie at midgap, and this is the largest effect sized here. An offset of 0.08 eV lowers $\kappa$ to 0.108 nm$^{-1}$. At 40 nm and normal incidence it raises $T$ by a factor of 15 and the central density by 5.4. A finite spin-orbit splitting of roughly 0.8 eV lowers the midgap $\kappa$ to 0.146 nm$^{-1}$, which at 40 nm multiplies the density exponential by about 1.2 and that of the transmission by about 1.4. The neglected free-electron term, 0.86 meV at $\kappa_0$, is below 1% of the half gap. At midgap, heavy-hole waves, with a rough mass of $0.4m_0$ and a parabolic band, decay at 1.1 nm$^{-1}$ (from about 0.9 to 1.3 nm$^{-1}$ depending on crystal direction) and hardly reach the centre. Real interface matching alters the prefactors. Disorder, defect states and inelastic scattering are left out, and could set a floor to the density.

Temperature affects the conductance more than the density. Averaging over energy with the thermal weight $-\partial f/\partial E$ at 77 K, where $f$ is the Fermi function centred at midgap, raises the conductance of the two-band model by about 2%, 6% and 40% at 20, 40 and 60 nm. The density, averaged in the same way, rises by 1%, 3% and 5%. These figures leave out thermally excited heavy holes, whose larger mass opens many more transverse channels beyond the valence-band edge; with a mass of $0.4m_0$ and full transmission, an upper bound, they would carry 1.3 S/cm$^2$, about 14 times the tunnel conductance at 60 nm and 2% of it at 40 nm, while adding about 4% to the averaged density at 60 nm. The exponents show why the thick film stands out. Reaching a band edge costs $E_g/2k_BT=115/6.64=17.3$, while midgap tunnelling at 60 nm costs $2\kappa_0L=18.1$ and the central density costs only $\kappa_0L=9.0$. A measured conductance can thus leave the midgap law while the midgap density still obeys it.

Bent bands can break the simple ratio. If $\kappa$ varies slowly, let $S_l$ and $S_r$ be its integrals over the left and right halves. To leading exponential order the two metals supply central densities $e^{-2S_l}$ and $e^{-2S_r}$, while $T$ varies as $e^{-2(S_l+S_r)}$. Apart from prefactors,

$$e^{-2S_l}+e^{-2S_r}\ge2e^{-(S_l+S_r)},$$

because an arithmetic mean is not less than the geometric mean. Unequal halves therefore favour the density still more. Take a linear tilt of the band centre from 0.08 eV at the left face to zero at the right, with the end values fixed as $L$ grows. Integrating the wave equation at 80 and 120 nm gives exponents of 0.127 and 0.147 nm$^{-1}$ for the densities fed from left and right, and 0.275 nm$^{-1}$ for the transmission. The transmission exponent is the sum of the other two, and in a thick film the smaller of those governs the centre. The approach is slow: between 40 and 60 nm the total density falls at 0.134 nm$^{-1}$, a ratio of 2.05, and the limiting ratio of 2.16 needs several hundred nanometres. The ratio of two needs halves with equal decay integrals, as in a uniform film, and the same wave must govern both quantities. If symmetry blocks the slowest wave at one contact, it still feeds the centre while a faster wave sets the transmission, and the ratio exceeds two. The numerical output gives the values to more digits.

## Calculated quantities

```
InSb gap, rough input: 0.23 eV
Kane energy, rough input: 23.0 eV
temperature: 77 K; kT: 6.64 meV
hbar v: 0.7643 eV nm
midgap kappa0: 0.1505 1/nm
density decay length 1/(2 kappa0): 3.323 nm
lattice site energy/hopping: 0.40
lattice contact widths/hopping: 0.5, 3.0
lattice kappa: 0.198690 per site
lattice density exponent: 0.198690 per site
lattice transmission exponent: 0.397380 per site
L = 20 nm: kappa0 L = 3.009
  one channel, centre density/rho0: 9.8425e-02
  one channel, transmission: 9.6874e-03
  density ratio / transmission: 1.0160e+01
  summed centre density: 1.310e+17 1/(eV cm3)
  summed conductance at 0 K: 5.254e+04 S/cm2
  77 K / 0 K conductance: 1.021
  77 K-broadened / midgap density: 1.012
L = 40 nm: kappa0 L = 6.018
  one channel, centre density/rho0: 4.8673e-03
  one channel, transmission: 2.3691e-05
  density ratio / transmission: 2.0545e+02
  summed centre density: 2.830e+15 1/(eV cm3)
  summed conductance at 0 K: 5.951e+01 S/cm2
  77 K / 0 K conductance: 1.060
  77 K-broadened / midgap density: 1.030
L = 60 nm: kappa0 L = 9.028
  one channel, centre density/rho0: 2.4012e-04
  one channel, transmission: 5.7655e-08
  density ratio / transmission: 4.1647e+03
  summed centre density: 8.866e+13 1/(eV cm3)
  summed conductance at 0 K: 9.408e-02 S/cm2
  77 K / 0 K conductance: 1.405
  77 K-broadened / midgap density: 1.051
summed density slope, 40 to 60 nm: 0.1732 1/nm
summed transmission slope, 40 to 60 nm: 0.3225 1/nm
tilt from left to right: 0.08 to 0.00 eV
tilted T exponent: 0.2747 1/nm
tilted left-fed density exponent: 0.1273 1/nm
tilted right-fed density exponent: 0.1474 1/nm
spin-orbit splitting, rough input: 0.8 eV
kappa with finite spin-orbit splitting: 0.1459 1/nm
free-electron term at kappa0: 0.863 meV
heavy-hole mass, rough input: 0.4 electron masses
heavy-hole kappa, parabolic: 1.099 1/nm
kappa at 0.08 eV offset: 0.1081 1/nm
offset/midgap T, 40 nm: 15.31
offset/midgap density, 40 nm: 5.38
```
